# Threshold for loop emission from a step pinned by two screw dislocations: test program

```python
"""
Result under test: a surface step pinned at two opposite screw dislocations
emits loops without a barrier only if the driving force per atom exceeds
    dmu_c = 2 * beta * omega / L
beta : step free energy per length (eV/nm), isotropic unless stated
omega: area per atom in the layer (nm^2);  L: dislocation separation (nm)
force: driving force per step length = dmu / omega (eV/nm^2)
x    : dmu / dmu_c;  an equilibrium arc of half-angle alpha has sin(alpha) = x
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

beta, omega, L = 0.3, 0.1, 100.0
temperature = 1000.0
kT = const.k * temperature / const.e
dmu_c = 2 * beta * omega / L


# Threshold from the local curvature equation, by shooting from the apex.
def half_width(apex, force, eps, strain_length, cutoff):
    """Half-width at the chord line of the equilibrium curve with given apex."""
    def slope(s, state):
        px, py, theta = state
        r1 = (px - L / 2)**2 + py**2 + cutoff**2
        r2 = (px + L / 2)**2 + py**2 + cutoff**2
        opposing = beta * strain_length * L**2 / (r1 * r2)
        stiffness = beta * (1 + 35 * eps * math.cos(6 * theta))
        return [math.cos(theta), math.sin(theta),
                -(force - opposing) / stiffness]

    def chord_line(s, state):
        return state[1]
    chord_line.terminal = True
    chord_line.direction = -1
    run = solve_ivp(slope, (0, 3 * L), [0.0, apex, 0.0], method="DOP853",
                    rtol=1e-9, atol=1e-9, max_step=2.0, events=chord_line)
    assert run.status == 1
    return run.y_events[0][0][0]


def threshold_by_shooting(eps=0.0, strain_length=0.0, cutoff=2.0):
    """Largest force for which an equilibrium curve still spans the pins."""
    def excess(force):
        best = minimize_scalar(
            lambda apex: -half_width(apex, force, eps, strain_length, cutoff),
            bounds=(0.4 * L, 0.6 * L), method="bounded",
            options={"xatol": 0.01})
        return -best.fun - L / 2
    guess = 2 * beta / L
    return omega * brentq(excess, 0.95 * guess, 1.05 * guess, xtol=1e-9)


dmu_shoot = threshold_by_shooting()
assert abs(dmu_shoot / dmu_c - 1) < 1e-5

# Sixfold step energy beta*(1 + eps*cos(6*phi)), phi = normal from the chord.
eps = 0.02
dmu_aniso = threshold_by_shooting(eps=eps)
assert abs(dmu_aniso / dmu_c - (1 + eps)) < 1e-4


# First-order rise of the threshold by the strain energy of the screw pair.
def strain_shift(strain_length, cutoff):
    return strain_length / (L / 2) * math.log(L / cutoff)


weak_length, weak_cutoff = 0.05, 2.0
shift_shoot = threshold_by_shooting(0.0, weak_length, weak_cutoff) / dmu_shoot - 1
shift_formula = strain_shift(weak_length, weak_cutoff)
# Tolerance: second-order terms of relative size weak_length / weak_cutoff.
assert abs(shift_shoot / shift_formula - 1) < 0.05


# Energies and stability of the two equilibrium arcs, from polygons.
def barrier(x):
    alpha = math.asin(x)
    return beta * L / (2 * x) * (math.pi - 2 * alpha - math.sin(2 * alpha))


def polygon_energy(x, alpha, displacement):
    """Step energy minus driving work for a radially displaced polygonal arc."""
    radius = L / (2 * x)
    angle = np.linspace(math.pi / 2 + alpha, math.pi / 2 - alpha,
                        len(displacement) + 2)
    r = np.full(len(angle), radius)
    r[1:-1] += displacement
    px = r * np.cos(angle)
    py = r * np.sin(angle) - radius * math.cos(alpha)
    length = np.hypot(np.diff(px), np.diff(py)).sum()
    area = -0.5 * np.sum(px[:-1] * py[1:] - px[1:] * py[:-1])
    return beta * length - beta / radius * area


def unstable_modes(x, alpha, n=39, h=0.01):
    """Number of negative eigenvalues of the finite-difference Hessian."""
    unit = h * np.eye(n)
    hessian = np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            value = (polygon_energy(x, alpha, unit[i] + unit[j])
                     - polygon_energy(x, alpha, unit[i] - unit[j])
                     - polygon_energy(x, alpha, unit[j] - unit[i])
                     + polygon_energy(x, alpha, -unit[i] - unit[j]))
            hessian[i, j] = hessian[j, i] = value / (4 * h * h)
    return int(np.sum(np.linalg.eigvalsh(hessian) < 0))


x_test = 0.8
alpha_test = math.asin(x_test)
fine = np.zeros(4000)
barrier_polygon = (polygon_energy(x_test, math.pi - alpha_test, fine)
                   - polygon_energy(x_test, alpha_test, fine))
assert abs(barrier_polygon / barrier(x_test) - 1) < 1e-4
modes_minor = unstable_modes(x_test, alpha_test)
modes_major = unstable_modes(x_test, math.pi - alpha_test)
assert modes_minor == 0 and modes_major == 1
near = 0.001
barrier_near = 4 * math.sqrt(2) / 3 * beta * L * near**1.5
assert abs(barrier_near / barrier(1 - near) - 1) < 0.01


# Moving step; lengths in L/2, pins at -1 and +1 in the complex plane.
spacing = 0.08


def remesh(z):
    s = np.concatenate(([0.0], np.cumsum(np.abs(np.diff(z)))))
    n = 2 * max(8, int(round(s[-1] / (2 * spacing)))) + 1
    return np.interp(np.linspace(0, s[-1], n), s, z)


def evolve(drive, t_end, loops_wanted):
    """Normal velocity = drive - curvature; drive = 1 is the threshold."""
    dt = 0.2 * spacing**2
    z = remesh(np.array([-1 + 0j, 1 + 0j]))
    loops = 0
    for step in range(int(t_end / dt)):
        edge = np.diff(z)
        length = np.abs(edge)
        tangent = edge / length
        bend = 2 * np.diff(tangent) / (length[1:] + length[:-1])
        mean = tangent[1:] + tangent[:-1]
        normal = 1j * mean / (np.abs(mean) + 1e-12)
        z[1:-1] += dt * (bend + drive * normal)
        if step % 20 == 19:
            z = remesh(z)
            middle = len(z) // 2
            left = z[:middle]
            met = np.any((left.imag < 0) & (left.real > 0))
            if z[middle].imag > 0 and met:
                # Arms annihilate: drop the outer loop, keep the inner step.
                loops += 1
                if loops == loops_wanted:
                    break
                arm = left[:int(np.argmax(left.real > -0.3))]
                z = remesh(np.concatenate((arm, -np.conj(arm[::-1]))))
    return loops, z


drive_low, drive_high = 0.9, 1.1
loops_low, z_low = evolve(drive_low, 20.0, 1)
height_sim = z_low.imag.max() * L / 2


def bow_height(x):
    return L / (2 * x) * (1 - math.sqrt(1 - x * x))


assert loops_low == 0
assert abs(height_sim / bow_height(drive_low) - 1) < 0.03  # coarse mesh
loops_high, _ = evolve(drive_high, 150.0, 2)
assert loops_high == 2

# Sizes of neglected effects for the example.
below_1 = 1 - brentq(lambda x: barrier(x) - kT, 0.5, 1 - 1e-9)
below_20 = 1 - brentq(lambda x: barrier(x) - 20 * kT, 0.5, 1 - 1e-9)
shear_GPa, burgers, layer = 100.0, 0.52, 0.26
shear = shear_GPa * 1e9 * 1e-27 / const.e
strain_length = shear * burgers**2 * layer / (8 * math.pi**2 * beta)
core_cutoff = max(burgers, strain_length)
strain_rise = strain_shift(strain_length, core_cutoff)
hartree = const.physical_constants["Hartree energy in eV"][0]
dmu_high = 0.010

print(f"Step free energy per length: {beta:.2f} eV/nm")
print(f"Area per atom: {omega:.2f} nm^2")
print(f"Dislocation separation: {L:.0f} nm")
print(f"Temperature: {temperature:.0f} K, kT = {1e3 * kT:.1f} meV")
print(f"Threshold from formula: {1e3 * dmu_c:.4f} meV per atom")
print(f"Threshold from curvature equation: {1e3 * dmu_shoot:.4f} meV per atom")
print(f"Threshold in atomic units: {dmu_c / hartree:.3e} hartree per atom")
print(f"Driving force per length at threshold: {dmu_c / omega:.4f} eV/nm^2")
print(f"Arc radius at threshold: {beta * omega / dmu_c:.1f} nm")
print(f"Supersaturation at threshold: {100 * math.expm1(dmu_c / kT):.2f} %")
for dmu in (0.30e-3, 0.50e-3, 0.59e-3):
    x = dmu / dmu_c
    print(f"At {1e3 * dmu:.2f} meV: radius {beta * omega / dmu:.1f} nm, "
          f"height {bow_height(x):.1f} nm, barrier {barrier(x):.3f} eV")
print(f"Smallest active separation at {1e3 * dmu_high:.0f} meV: "
      f"{2 * beta * omega / dmu_high:.1f} nm")
print(f"Barrier at x = {x_test}: formula {barrier(x_test):.4f} eV, "
      f"polygon {barrier_polygon:.4f} eV")
print(f"Unstable modes at x = {x_test}: minor arc {modes_minor}, "
      f"major arc {modes_major}")
print(f"Moving step at x = {drive_low}: loops {loops_low}, height "
      f"{height_sim:.1f} nm (arc formula {bow_height(drive_low):.1f} nm)")
print(f"Moving step at x = {drive_high}: loops {loops_high} (then stopped)")
print(f"Barrier equals 1 kT at {100 * below_1:.1f} % below threshold")
print(f"Barrier equals 20 kT at {100 * below_20:.1f} % below threshold")
print(f"Sixfold anisotropy amplitude: {100 * eps:.1f} %")
print(f"Stiffness range over beta: {1 - 35 * eps:.2f} to {1 + 35 * eps:.2f}")
print(f"Threshold change by anisotropy: {100 * (dmu_aniso / dmu_c - 1):.2f} %")
print(f"Weak-strain test, length {weak_length} nm, cutoff {weak_cutoff} nm: "
      f"rise {100 * shift_shoot:.3f} %, formula {100 * shift_formula:.3f} %")
print(f"Rough shear modulus: {shear_GPa:.0f} GPa")
print(f"Rough Burgers vector: {burgers:.2f} nm, layer height: {layer:.2f} nm")
print(f"Strain length: {strain_length:.2f} nm, cutoff: {core_cutoff:.2f} nm")
print(f"Estimated threshold rise by bulk strain: {100 * strain_rise:.0f} %")
print("success")
```

Output:

```
Step free energy per length: 0.30 eV/nm
Area per atom: 0.10 nm^2
Dislocation separation: 100 nm
Temperature: 1000 K, kT = 86.2 meV
Threshold from formula: 0.6000 meV per atom
Threshold from curvature equation: 0.6000 meV per atom
Threshold in atomic units: 2.205e-05 hartree per atom
Driving force per length at threshold: 0.0060 eV/nm^2
Arc radius at threshold: 50.0 nm
Supersaturation at threshold: 0.70 %
At 0.30 meV: radius 100.0 nm, height 13.4 nm, barrier 36.851 eV
At 0.50 meV: radius 60.0 nm, height 26.8 nm, barrier 4.502 eV
At 0.59 meV: radius 50.8 nm, height 41.6 nm, barrier 0.123 eV
Smallest active separation at 10 meV: 6.0 nm
Barrier at x = 0.8: formula 6.1313 eV, polygon 6.1313 eV
Unstable modes at x = 0.8: minor arc 0, major arc 1
Moving step at x = 0.9: loops 0, height 31.0 nm (arc formula 31.3 nm)
Moving step at x = 1.1: loops 2 (then stopped)
Barrier equals 1 kT at 1.3 % below threshold
Barrier equals 20 kT at 9.2 % below threshold
Sixfold anisotropy amplitude: 2.0 %
Stiffness range over beta: 0.30 to 1.70
Threshold change by anisotropy: 2.00 %
Weak-strain test, length 0.05 nm, cutoff 2.0 nm: rise 0.393 %, formula 0.391 %
Rough shear modulus: 100 GPa
Rough Burgers vector: 0.52 nm, layer height: 0.26 nm
Strain length: 1.85 nm, cutoff: 1.85 nm
Estimated threshold rise by bulk strain: 15 %
success
```
